# The high-density correlation energy of the uniform electron gas: a program that tests the result

```python
"""High-density correlation energy per electron of the unpolarized uniform gas:
    eps_c / E_h -> A ln(rs) + B_ring + B_2x   as rs -> 0,
A = (1 - ln 2)/pi^2, B_ring = constant of the ring sum, B_2x = second-order exchange.
rs = (radius of the sphere holding one electron)/(Bohr radius), E_h = hartree,
x = q/kF, u = m*omega/(hbar*kF*q), coupling lam = 4*alpha*rs/pi,
alpha = (4/(9 pi))^(1/3), R_x(u) = Lindhard function at imaginary frequency,
normalized to R_0(0) = 1, and J(x) = integral of R_x(u)^2 over all u."""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad

pi = np.pi
hbar, m_e, e, eps0 = sc.hbar, sc.m_e, sc.e, sc.epsilon_0
a0 = 4 * pi * eps0 * hbar**2 / (m_e * e**2)
hartree = e**2 / (4 * pi * eps0 * a0)
alpha = (4 / (9 * pi)) ** (1 / 3)


def gauss(n, lo=0.0, hi=1.0):
    y, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (y + 1) / 2, w * (hi - lo) / 2


def lindhard(x, u):
    up, down = 1 + x / 2, 1 - x / 2
    log_part = np.log1p(2 * x / (down**2 + u**2))
    return (0.5 + (1 + u**2 - x**2 / 4) / (4 * x) * log_part
            - u / 2 * (np.arctan(up / u) + np.arctan(down / u)))


def half_line(n):
    v, w = gauss(n)
    return v / (1 - v), w / (1 - v) ** 2


def J(x):
    x = np.atleast_1d(x)[:, None]
    u, w = half_line(200)
    scale = 1 + x / 2
    return 2 * np.sum(w * scale * lindhard(x, scale * u) ** 2, axis=1)


# --- Ring logarithm against zero-point energies of coupled oscillators
gaps, g = np.array([0.3, 0.8, 1.7]), 0.4


def ring_log(w):
    a = g * np.sum(2 * gaps / (gaps**2 + w**2))
    return (np.log1p(a) - a) / (2 * pi)     # half of the full-line integral, doubled


log_energy = quad(ring_log, 0, np.inf, epsabs=1e-11, limit=200)[0]
matrix = np.diag(gaps**2) + 2 * g * np.sqrt(np.outer(gaps, gaps))
modes = np.sqrt(np.linalg.eigvalsh(matrix))
zero_point = 0.5 * (modes.sum() - gaps.sum() - g * len(gaps))
assert abs(log_energy - zero_point) < 1e-7


# --- J(x) against the explicit second-order sum over pairs of excitations
def J_pairs(x):
    edges = [-x / 2, 1 - x, 1.0] if x < 2 else [-1.0, 1.0]
    parts = [gauss(80, lo, hi) for lo, hi in zip(edges[:-1], edges[1:])]
    z = np.concatenate([p[0] for p in parts])
    w = np.concatenate([p[1] for p in parts])
    area = pi * ((1 - z**2) - np.maximum(0, 1 - (z + x) ** 2))
    f = w * area
    return np.sum(np.outer(f, f) / (x * (x + z[:, None] + z))) / (4 * pi * x)


for x_test in (0.6, 3.0):
    assert abs(J(x_test)[0] / J_pairs(x_test) - 1) < 1e-5

# --- Small-momentum integral that replaces the divergence by a logarithm
a_small = mp.mpf("1e-4")
exact_small = mp.quad(lambda y: y * (mp.log(1 + a_small / y) - a_small / y) / 2,
                      [0, a_small / 10, a_small, 10 * a_small, 100 * a_small, 1])
limit_small = a_small**2 / 4 * (mp.log(a_small) - 0.5)
assert abs(exact_small / limit_small - 1) < 1e-4

# --- Coefficient of the logarithm and the ring constant
u, wu = half_line(200)
R0 = 1 - u * np.arctan(1 / u)
J0 = 2 * np.sum(wu * R0**2)
assert abs(J0 - 2 * pi / 3 * (1 - np.log(2))) < 1e-8
A = (1 - np.log(2)) / pi**2
mean_log = 2 * np.sum(wu * R0**2 * np.log(R0)) / J0
x1, w1 = gauss(60, 0, 1)
x2, w2 = gauss(60, 1, 2)
y3, w3 = gauss(60, 0, 1)
tail_low = np.sum(w1 * (J(x1) - J0) / x1)
tail_high = np.sum(w2 * J(x2) / x2) + np.sum(w3 * J(2 / y3) / y3)
part_small_q = A * (np.log(4 * alpha / pi) - 0.5 + mean_log)
part_large_q = -3 / pi**3 * (tail_low + tail_high)
B_ring = part_small_q + part_large_q


# --- Full ring energy per electron, from its SI definition, in hartree
def ring_energy(rs):
    n = 3 / (4 * pi * (rs * a0) ** 3)
    kF = (3 * pi**2 * n) ** (1 / 3)
    low = np.log(1e-4 * np.sqrt(rs))
    ya, wa = gauss(200, low, np.log(2))
    yb, wb = gauss(60, np.log(2), np.log(200))
    x = np.exp(np.concatenate([ya, yb]))[:, None]
    wx = np.concatenate([wa, wb])[:, None]
    v, wv = half_line(200)
    scale = 1 + x / 2
    q = x * kF
    speed = hbar * kF / m_e
    d_omega = wv * scale * speed * q
    density_of_states = m_e * kF / (pi**2 * hbar**2)
    a = e**2 / (eps0 * q**2) * density_of_states * lindhard(x, scale * v)
    series = -a**2 / 2 + a**3 / 3 - a**4 / 4
    f = np.where(np.abs(a) < 1e-3, series, np.log1p(a) - a)
    total = np.sum(4 * pi * q**3 * wx / (2 * pi) ** 3 * hbar * d_omega / (2 * pi) * f)
    return total / n / hartree      # factor 1/2 cancels the two signs of omega


rs_list = [1e-2, 1e-3, 1e-4, 1e-5]
ring_values = [ring_energy(r) for r in rs_list]
residuals = [E - A * np.log(r) - B_ring for r, E in zip(rs_list, ring_values)]
for r, d in zip(rs_list, residuals):
    # the limit law must be approached like rs*ln(rs); 5e-7 allows for quadrature
    assert abs(d) < 0.05 * r * abs(np.log(r)) + 5e-7


# --- Second-order exchange: reduced four-dimensional quadrature
def exchange_quadrature(n):
    y, w = gauss(n)
    total = 0.0
    for c, wc in zip(y, w):
        b = np.sqrt(1 - c * c)
        s = np.concatenate([(1 - c) * (1 - y**2), b - (b - 1 + c) * y**2])
        ws = np.concatenate([(1 - c) * 2 * y * w, (b - 1 + c) * 2 * y * w])
        t = np.concatenate([b + (1 + c - b) * y**2, (1 + c) / (1 - y**2)])
        wt = np.concatenate([(1 + c - b) * 2 * y * w,
                             (1 + c) * 2 * y * w / (1 - y**2) ** 2])
        belt_s = np.minimum(1, (b * b - s**2) / (2 * c * s))[:, None, None]
        belt_t = np.minimum(1, (t**2 - b * b) / (2 * c * t))[None, :, None]
        S, T = s[:, None, None], t[None, :, None]
        zeta = (S**2 + T**2) / (2 * S * T)
        mu = belt_s * y
        width = (T**2 - S**2) / (2 * S * T) * np.sqrt(1 - mu**2)
        H = 2 * belt_s[:, :, 0] * np.sum(
            w * (np.arcsinh((belt_t - zeta * mu) / width)
                 + np.arcsinh((belt_t + zeta * mu) / width)), axis=2)
        s2, t2 = s[:, None], t[None, :]
        total += wc * c * c * np.sum(ws[:, None] * wt * s2 * t2 * H / (t2**4 - s2**4))
    return 6 / pi**2 * total


B_2x_coarse = exchange_quadrature(26)
B_2x = exchange_quadrature(38)
B_2x_closed = float(mp.log(2) / 6 - 3 * mp.zeta(3) / (4 * mp.pi**2))
assert abs(B_2x - B_2x_coarse) < 3e-5
assert abs(B_2x - B_2x_closed) < 2e-5

# --- Second-order exchange: Monte Carlo on the unreduced momentum integral
rng = np.random.default_rng(7)


def directions(n):
    d = rng.normal(size=(n, 3))
    return d / np.linalg.norm(d, axis=1)[:, None]


batch_means = []
for _ in range(16):
    n_mc = 400000
    xq, xw = rng.random(n_mc), rng.random(n_mc)
    q, w_len = xq / (1 - xq), xw / (1 - xw)
    q_vec = np.zeros((n_mc, 3))
    q_vec[:, 2] = q
    w_vec = directions(n_mc) * w_len[:, None]
    k = directions(n_mc) * rng.random(n_mc)[:, None] ** (1 / 3)
    p = w_vec - q_vec - k
    ok = ((np.sum(p**2, axis=1) < 1) & (np.sum((k + q_vec) ** 2, axis=1) > 1)
          & (np.sum((p + q_vec) ** 2, axis=1) > 1))
    gap = np.sum(q_vec[ok] * w_vec[ok], axis=1)
    weight = (4 * pi) ** 2 * (4 * pi / 3) * ((1 + q[ok]) * (1 + w_len[ok])) ** 2
    batch_means.append(3 / (32 * pi**5) * np.sum(weight / gap) / n_mc)
mc_mean = np.mean(batch_means)
mc_error = np.std(batch_means, ddof=1) / np.sqrt(len(batch_means))
assert mc_error < 0.03 * B_2x
assert abs(mc_mean - B_2x) < 4 * mc_error

# --- Final constant and worked example
B = B_ring + B_2x
assert abs(A - 0.0311) < 5e-5 and abs(B + 0.047) < 5e-4
rs = 0.1
n_ex = 3 / (4 * pi * (rs * a0) ** 3)
kF_ex = (3 * pi**2 * n_ex) ** (1 / 3)
lam = 4 * alpha * rs / pi
lam_SI = e**2 / (eps0 * kF_ex**2) * m_e * kF_ex / (pi**2 * hbar**2)
assert abs(lam / lam_SI - 1) < 1e-9
eps_c = A * np.log(rs) + B

print(f"alpha = {alpha:.5f}")
print(f"J(0) = {J0:.5f}")
print(f"A, coefficient of ln rs = {A:.5f} hartree")
print(f"ln(4 alpha/pi) = {np.log(4 * alpha / pi):.4f}")
print(f"weighted mean of ln R0 = {mean_log:.4f}")
print(f"integral of (J(x)-J(0))/x, 0 to 1 = {tail_low:.5f}")
print(f"integral of J(x)/x, 1 to infinity = {tail_high:.5f}")
print(f"B_ring, small-q part = {part_small_q:.5f} hartree")
print(f"B_ring, large-q part = {part_large_q:.5f} hartree")
print(f"B_ring = {B_ring:.5f} hartree")
print(f"B_2x, quadrature = {B_2x:.5f} hartree")
print(f"B_2x, closed form = {B_2x_closed:.5f} hartree")
print(f"B_2x, Monte Carlo = {mc_mean:.4f} +- {mc_error:.4f} hartree")
print(f"B = B_ring + B_2x = {B:.5f} hartree")
for r, E, d in zip(rs_list, ring_values, residuals):
    print(f"rs={r:.0e}: full ring {E:.6f}, minus limit law {d:.1e} hartree")
print(f"Example rs = {rs}")
print(f"density = {n_ex:.4e} m^-3")
print(f"Fermi wavevector = {kF_ex:.4e} m^-1")
print(f"coupling lambda = {lam:.5f}")
print(f"screening scale sqrt(lambda) = {np.sqrt(lam):.4f} kF")
print(f"A ln rs = {A * np.log(rs):.5f} hartree")
print(f"limit formula eps_c = {eps_c:.5f} hartree")
print(f"limit formula eps_c = {eps_c * hartree / e:.3f} eV")
for r in (0.1, 1.0):
    print(f"rs={r}: limit formula {A * np.log(r) + B:.5f} hartree")
    print(f"rs={r}: full ring + B_2x {ring_energy(r) + B_2x:.5f} hartree")
print(f"limit formula changes sign at rs = {np.exp(-B / A):.2f}")
print("PASS")
```

Printed output:

```
alpha = 0.52106
J(0) = 0.64267
A, coefficient of ln rs = 0.03109 hartree
ln(4 alpha/pi) = -0.4103
weighted mean of ln R0 = -0.5507
integral of (J(x)-J(0))/x, 0 to 1 = -0.06434
integral of J(x)/x, 1 to infinity = 0.32972
B_ring, small-q part = -0.04542 hartree
B_ring, large-q part = -0.02568 hartree
B_ring = -0.07110 hartree
B_2x, quadrature = 0.02418 hartree
B_2x, closed form = 0.02418 hartree
B_2x, Monte Carlo = 0.0240 +- 0.0001 hartree
B = B_ring + B_2x = -0.04692 hartree
rs=1e-02: full ring -0.214474, minus limit law -2.0e-04 hartree
rs=1e-03: full ring -0.285892, minus limit law -2.6e-05 hartree
rs=1e-04: full ring -0.357459, minus limit law -3.2e-06 hartree
rs=1e-05: full ring -0.429045, minus limit law -3.8e-07 hartree
Example rs = 0.1
density = 1.6110e+33 m^-3
Fermi wavevector = 3.6267e+11 m^-1
coupling lambda = 0.06634
screening scale sqrt(lambda) = 0.2576 kF
A ln rs = -0.07159 hartree
limit formula eps_c = -0.11851 hartree
limit formula eps_c = -3.225 eV
rs=0.1: limit formula -0.11851 hartree
rs=0.1: full ring + B_2x -0.11986 hartree
rs=1.0: limit formula -0.04692 hartree
rs=1.0: full ring + B_2x -0.05462 hartree
limit formula changes sign at rs = 4.52
PASS
```
